# How Much of an Aligned Beam Stays Channelled After a Screen Oxide?

**Question.** A parallel ion beam points along a crystal axis, but first crosses a thin amorphous screen oxide. The oxide spreads its directions into a Gaussian of total rms angle 5°. The crystal accepts ions within 3.5° of the axis. How much of the beam is accepted, how does that fraction scale, and how far can the Gaussian estimate be trusted?

**Answer.** About 39 percent lies inside the acceptance cone. The fraction depends on the squared ratio of the acceptance angle to the scattering angle. The number belongs to a model with a Gaussian distribution and a sharp angular limit. For boron entering silicon, the scattering tail and the point of entry both change it noticeably.

## The Gaussian estimate

Let $\boldsymbol\theta=(\theta_x,\theta_y)$ be the small angular deviation from the axis. Each collision in the oxide adds a small vector $\boldsymbol\delta_i$, so $\boldsymbol\theta=\sum_i\boldsymbol\delta_i$. The kicks are independent and have random azimuth, hence $\langle\boldsymbol\delta_i\cdot\boldsymbol\delta_j\rangle=0$ for $i\ne j$, and the mean squares add:

$$
\Theta^2\equiv\langle\theta_x^2+\theta_y^2\rangle=\sum_i\langle\delta_i^2\rangle .
$$

This $\Theta$ is the total rms angle. By symmetry each projected angle has variance $\Theta^2/2$, and the two projections are uncorrelated. If there are many kicks and none dominates the sum, the central limit theorem makes both projections Gaussian. Their joint density is the product

$$
f(\theta)=\left[\frac{1}{\sqrt{\pi}\,\Theta}\right]^2
e^{-\theta_x^2/\Theta^2}e^{-\theta_y^2/\Theta^2}
=\frac{1}{\pi\Theta^2}e^{-\theta^2/\Theta^2}.
$$

A ring of radius $\theta$ has area $2\pi\theta\,d\theta$. With $s=\theta^2/\Theta^2$ and $ds=2\theta\,d\theta/\Theta^2$, the fraction inside a cone of half-angle $\psi$ is

$$
P=\int_0^\psi\frac{2\theta}{\Theta^2}e^{-\theta^2/\Theta^2}d\theta
=\int_0^{u}e^{-s}ds=1-e^{-u},\qquad u=\frac{\psi^2}{\Theta^2}.
$$

For the stated angles,

$$
u=\left(\frac{3.5}{5.0}\right)^2=0.490,\qquad P=1-e^{-0.490}=0.387 .
$$

Integrating the density in projected coordinates also gives 38.74%. A simulated walk of 100 equal kicks with random azimuths, repeated for 40,000 ions, gives 38.67%.

The word "total" matters. If 5° were the rms of each projected angle, $\Theta^2$ would double, $u$ would halve, and the fraction would be 21.7%. The shape of the acceptance matters too. A planar slit restricts one projection, whose standard deviation is $\Theta/\sqrt2$, and passes $\operatorname{erf}(\psi/\Theta)=67.8\%$.

## How the fraction scales

When scattering is strong, $u\ll1$ and $P\simeq\psi^2/\Theta^2$: the accepted fraction is the ratio of two solid angles. When scattering is weak, $u\gg1$ and the lost fraction $e^{-u}$ is exponentially small. The present case lies between these limits.

Since $du/d\ln\Theta=-2u$,

$$
\frac{dP}{d\ln\Theta}=e^{-u}\frac{du}{d\ln\Theta}=-2ue^{-u}=-0.600 .
$$

A ten percent error in $\Theta$ therefore moves the answer by about six percentage points. At fixed $\psi$, the fraction is 45.4% for $\Theta=4.5^\circ$ and 33.3% for $5.5^\circ$.

## Where an acceptance of 3.5° comes from

Take boron at $E=25$ keV moving along $\langle100\rangle$ in silicon. An ion at a small angle to an atomic row passes many atoms during one gentle deflection, so the row may be replaced by its average potential. Let $e^2$ include the factor $1/(4\pi\varepsilon_0)$, and let $Z_1$ and $Z_2$ be the ion and target atomic numbers. The screened atomic potential is

$$
V(\rho)=\frac{Z_1Z_2e^2}{\rho}\sum_i c_i e^{-\beta_i\rho/a},
$$

with Molière coefficients $c=(0.10,0.55,0.35)$ and $\beta=(6,1.2,0.3)$. The screening length, with $a_0$ the Bohr radius, is

$$
a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_0}{\sqrt{Z_1^{2/3}+Z_2^{2/3}}},
$$

which is 0.01585 nm for boron on silicon.

For atomic spacing $d$, the average is $U(r)=d^{-1}\int V(\sqrt{r^2+z^2})\,dz$. Put $z=r\sinh t$. Then $\sqrt{r^2+z^2}=r\cosh t$ and $dz=r\cosh t\,dt$, so the denominator cancels:

$$
\int_{-\infty}^{\infty}\frac{e^{-\kappa\sqrt{r^2+z^2}}}{\sqrt{r^2+z^2}}dz
=2\int_0^\infty e^{-\kappa r\cosh t}dt=2K_0(\kappa r).
$$

Hence

$$
U(r)=\frac{2Z_1Z_2e^2}{d}\sum_i c_iK_0(\beta_i r/a).
$$

This potential does not depend on $z$, so the momentum along the row is conserved. The transverse energy $E\theta^2+U(r)$ is then conserved as well, at small angles.

Measure $U$ from the edge of the cell belonging to one row. Silicon has $8/a_L^3$ atoms per volume, where $a_L$ is the lattice constant, so each row occupies the area $a_L^3/(8d)$. A circle of that area has radius $R=\sqrt{a_L^3/(8\pi d)}=0.1083$ nm for $a_L=d=0.543$ nm.

An ion that crosses the cell edge at angle $\psi$, heading straight for the row, turns back where $U(r)-U(R)=E\psi^2$. It travels a distance of order $r/\psi$ along the row while turning. The averaged potential is reasonable if this distance is at least about $d$. Taking the borderline $r=\psi d$ gives

$$
E\psi^2=U(\psi d)-U(R).
$$

The solution is $\psi=3.52^\circ$. Summing all neighbouring rows and measuring from the channel centre gives 3.45°, and Firsov or ZBL screening in the single-row cell gives 3.40° or 3.23°. The factor one in $r=\psi d$ is an order-of-magnitude choice, so the agreement with 3.5° supports the scale and not the second digit. At 3.5°, or 0.0611 rad, the transverse energy is $25000\times0.0611^2\simeq93$ eV.

## Scaling with energy

If $U(r)-U(R)$ varies locally as $r^{-n}$, the closure gives $E\psi^2\propto\psi^{-n}$, and therefore $\psi\propto E^{-1/(n+2)}$. The local exponent follows from a small energy change. Lowering $E$ by 0.88 keV, with $\Theta$ held at 5°, raises the Gaussian fraction from 38.74% to 39.37%. The exponent $u$ rises from 0.490 to $-\ln(1-0.3937)=0.500$, which means that $\psi$ rises by 1.05%. Thus

$$
-\frac{d\ln\psi}{d\ln E}\simeq\frac{0.0105}{\ln(25/24.12)}\simeq0.29 .
$$

The oxide scattering changes faster. In the impulse approximation, the transverse momentum given by one atom at impact parameter $b$ is the transverse force integrated over time. With $dt=dz/v$ and $pv=2E$, where $p$ and $v$ are the ion momentum and speed,

$$
\phi(b)=-\frac{1}{pv}\frac{d}{db}\int V\,dz
=-\frac{1}{2E}\frac{d}{db}\left[2Z_1Z_2e^2\sum_i c_iK_0(\beta_i b/a)\right].
$$

Because $K_0'(s)=-K_1(s)$,

$$
\phi(b)=\frac{Z_1Z_2e^2}{Ea}\sum_i c_i\beta_iK_1(\beta_i b/a).
$$

At fixed $b$, every deflection is proportional to $1/E$. For a fixed oxide, and with the initial beam divergence neglected, the whole small-angle distribution therefore shrinks as $1/E$, including its median. If $\Theta$ is defined by that median, then near 25 keV

$$
u=\frac{\psi^2}{\Theta^2}\propto\frac{E^{-0.58}}{E^{-2}}\simeq E^{1.4}.
$$

Raising the energy narrows the acceptance, but narrows the scattered beam more. As a rough extrapolation, doubling the energy behind the same oxide changes $\Theta$ from 5° to 2.5° and $\psi$ from 3.5° to about 2.9°. The Gaussian fraction then rises to roughly 73%. This is too high by roughly ten percentage points, because the tail of large single kicks, treated in the next section, carries ions out of a cone that now covers most of the central beam.

## Is the scattered beam Gaussian?

For close collisions, $K_1(s)\simeq1/s$ and $\sum_i c_i=1$, so $\phi\simeq Z_1Z_2e^2/(Eb)$. The mean-square angle gathered per unit thickness contains

$$
\int2\pi b\,\phi^2\,db\propto\int\frac{db}{b}.
$$

With this unscreened form, every factor of ten in $b$ would contribute equally. At 25 keV, screening still weakens the kicks over most of the range where the small-angle formula holds, so the contribution falls off towards larger $b$. Rare close collisions thus carry much of the variance, against the condition used for the central limit theorem.

The distribution can be found without that theorem. Let $N_j$ be the number density of oxide species $j$ and $x$ the thickness. Averaging $e^{i\mathbf k\cdot\boldsymbol\delta}$ over the azimuth of a kick of size $\phi$ gives $J_0(k\phi)$. If the number of collisions of one kind is Poisson distributed with mean $\mu$, the average of the product over all of them is

$$
\sum_{n=0}^{\infty}e^{-\mu}\frac{\mu^n}{n!}J_0(k\phi)^n=e^{-\mu[1-J_0(k\phi)]}.
$$

For impact parameters between $b$ and $b+db$, $\mu=xN_j2\pi b\,db$. Multiplying over all $b$ and both species gives $e^{-xS(k)}$ with

$$
S(k)=\sum_jN_j\int2\pi b\,[1-J_0(k\phi_j(b))]\,db .
$$

A Gaussian initial divergence of total rms angle $\delta$ contributes $e^{-k^2\delta^2/4}$. The angular density is the inverse transform

$$
f(\theta)=\frac{1}{2\pi}\int_0^\infty kJ_0(k\theta)e^{-xS(k)-k^2\delta^2/4}dk .
$$

Integrating over the acceptance disc with $\int_0^\psi\theta J_0(k\theta)d\theta=\psi J_1(k\psi)/k$ yields

$$
P=\psi\int_0^\infty J_1(k\psi)e^{-xS(k)-k^2\delta^2/4}dk .
$$

If $k\phi\ll1$ for all important kicks, then $1-J_0(k\phi)\simeq k^2\phi^2/4$, and the Gaussian returns. The question is whether that holds in a real oxide.

The example uses an oxide density of 2.2 g/cm³ and a divergence of 0.5°, both rough inputs, and counts impact parameters up to 0.2 nm. A kick of 3.5° from a silicon atom requires $b=0.0280$ nm. The full classical scattering integral gives 0.967 times the impulse angle there, and 0.899 times it for a nominal 20° kick. The approximation is thus adequate near the acceptance edge and rougher in the tail.

There are at least three natural ways to assign 5° to an oxide, and they disagree.

**Match the median.** Half of a Gaussian beam lies within $m$ when $1-e^{-m^2/\Theta^2}=1/2$, so $m=\Theta\sqrt{\ln2}=4.16^\circ$. The calculated distribution has this median for an oxide of 5.9 nm. (This thickness depends on the scattering model: full classical scattering gives 6.1 nm, and with Firsov or ZBL screening it gives 6.7 or 7.2 nm, while the fraction quoted next stays between 42% and 43%.) It places 42.6% of the ions inside 3.5°, and a simulation of the individual collisions for 40,000 ions gives 42.3%. The Gaussian estimate is low by about four percentage points.

**Match the variance.** Counting single kicks below 20°, an rms angle of 5° is reached at 3.0 nm. The fraction inside 3.5° is then 65.7%, far above the Gaussian value. The 20° cut is arbitrary and matters: a 10° cut gives 5.5 nm and 45%, and a 40° cut gives 1.9 nm and 78%. Kicks between 5° and 20° supply 72% of this variance: a minority of ions is sent far out, while most remain closer to the axis than the rms suggests.

**Match the peak width.** The Gaussian density also falls to half its maximum at $\Theta\sqrt{\ln2}=4.16^\circ$. The calculated distribution is more sharply peaked: in the 5.9 nm oxide its half-width at half maximum is only about 2°. A half-width of 4.16° needs about 12 nm, and the fraction inside 3.5° is then about 19%, half the Gaussian value.

Of these three assignments, only the median keeps the Gaussian estimate within a few points; the rms of the kicks below 20° and the width of the central peak do not. In the 5.9 nm oxide an ion receives on average 0.68 single kicks larger than 3.5°, and the rms from kicks below 20° is 7.0°. This is not a regime of many negligible kicks.

The Gaussian thickness scaling cannot be carried over to thin oxides either. In a very thin oxide, with the initial divergence neglected, an ion leaves the cone mainly through one large kick. The lost fraction is then proportional to $x$, whereas a Gaussian with $\Theta^2\propto x$ would make it exponentially small.

## The point of entry

A sharp angular cone treats all entry points alike. An ion entering near a row already has potential energy, so less is left for transverse motion. If the largest allowed transverse energy is $E\psi^2$, measured from the cell edge, an ion entering at $r$ must satisfy

$$
E\theta^2+U(r)-U(R)\le E\psi^2 .
$$

Its angular limit is therefore

$$
\psi_a^2(r)=\max\left[0,\;\psi^2-\frac{U(r)-U(R)}{E}\right].
$$

Entry points are uniform in area, so $q=r^2/R^2$ is uniform between 0 and 1, and

$$
P_{\rm entry}=\int_0^1\left[1-e^{-\psi_a^2(r)/\Theta^2}\right]dq,\qquad r=R\sqrt q .
$$

Even a perfectly parallel beam without oxide has an accepted fraction of 90.3%, because some ions enter too close to a row. With the 5° Gaussian the result is 28.1%. (A potential summed over all neighbouring rows gives 91.2% and 28.4%.) Multiplying 38.7% by 90.3% would give 35.0%, which is too high because it ignores the reduced angular limit of ions that can still be accepted.

With the median matched, the tail and the entry condition act in opposite directions. For the median-matched 5.9 nm oxide, both together give 32.7% (33.1% with all neighbouring rows). With the peak width matched instead, they act in the same direction and give about 14%. Relative to the 90.3% accepted without oxide or divergence, about 36% of the channelled entry population remains.

## Smaller corrections

Suppose the mean beam direction is tilted by $\boldsymbol\tau$. The accepted fraction is the integral of $f(\boldsymbol\theta-\boldsymbol\tau)$ over the disc. In a Taylor expansion the linear term vanishes by symmetry, and the quadratic term averages to $(\tau^2/4)\nabla^2f$. The divergence theorem then gives

$$
\Delta P\simeq\frac{\tau^2}{4}\,2\pi\psi f'(\psi)
=\frac{\tau^2}{4}\,2\pi\psi\left(-\frac{2\psi}{\Theta^2}\right)\frac{e^{-u}}{\pi\Theta^2}
=-\frac{\tau^2}{\Theta^2}ue^{-u}.
$$

For a 1° tilt this is $-0.040\times0.490\times0.613=-0.012$. Direct integration gives 37.55%, a loss of 1.2 percentage points from the Gaussian value.

Using spherical instead of flat angular geometry changes 38.74% to 38.78%. With a rough stopping power of 150 eV/nm, the 5.9 nm oxide removes 0.88 keV. The slightly wider acceptance raises the Gaussian fraction to 39.4% if $\Theta$ is held fixed. These effects are small beside those of the tail and the entry point.

## Reading the result for a real implant

The result applies to a beam aligned with the crystal axis; a deliberate tilt lowers the fraction accepted around that axis. Among the corrections calculated here, with 5° fixed through the median angle, the entry point moves the number most: including it lowers the Gaussian fraction from 39% to 28%, and the calculated tail brings it back to 33%. If 5° is instead read from the width of the central peak, the tail dominates and the combined value falls to about 14%, so the definition of the scattering angle must be stated. These remain model values. Thermal vibration and lattice damage are omitted, and the acceptance closure is rough.

The result also describes entry, not the final depth profile. Accepted ions can later leave their channels, and ions first rejected can be scattered into them. A depth profile requires following both processes through the crystal. The numerical output below lists the values behind the Gaussian estimate and its median- and variance-matched corrections.

## Computed values

```
Acceptance half-angle psi: 3.5 deg
Total rms angle Theta: 5.0 deg
Projected rms angle: 3.536 deg
Exponent psi^2/Theta^2: 0.490
Gaussian accepted fraction: 38.74 %
Same by Cartesian quadrature: 38.74 %
Same by random walk: 38.67 %
If 5 deg is the projected rms: 21.73 %
Planar slit, total rms 5 deg: 67.78 %
Slope dP/dln(Theta): -0.600
Fraction at Theta = 4.5 deg: 45.39 %
Fraction at Theta = 5.5 deg: 33.30 %
Boron energy: 25.0 keV
Silicon <100> row spacing: 0.543 nm
Cell radius per row: 0.1083 nm
Screening length B-Si: 0.01585 nm
Acceptance from row estimate: 3.52 deg
Row approach distance psi*d: 0.0334 nm
Transverse energy at 3.5 deg: 93.3 eV
Oxide density, rough input: 2.2 g/cm3
Beam divergence, total rms, rough input: 0.5 deg
Impact parameter for 3.5 deg on Si: 0.0280 nm
Classical/impulse angle at 3.5 deg: 0.967
Classical/impulse angle at 20 deg: 0.899
Median angle of the Gaussian: 4.16 deg
Median-matched oxide thickness: 5.89 nm
Fraction with tail, median matched: 42.6 %
Same by simulated collisions: 42.3 %
Mean number of single kicks > 3.5 deg: 0.681
Rms at that thickness, kicks < 20 deg: 6.96 deg
Variance-matched oxide thickness: 3.04 nm
Fraction with tail, variance matched: 65.7 %
Variance share of kicks 5 to 20 deg: 71.8 %
Entry fraction, parallel beam, no oxide: 90.3 %
Gaussian fraction with entry position: 28.1 %
Tail and entry position together: 32.7 %
Gaussian fraction with 1 deg mistilt: 37.55 %
Gaussian fraction on a sphere: 38.78 %
Stopping power, rough input: 150 eV/nm
Energy loss in median-matched oxide: 0.88 keV
Gaussian fraction after energy loss: 39.37 %
```
